# Straight-line linewidth fits and Gilbert damping with Gaussian inhomogeneity

**The argument under review.** A thin ferromagnetic film is magnetized along its normal. Its microwave absorption is recorded against field at several fixed frequencies $f$. The manuscript assigns the film a damping width proportional to $f$ and a Gaussian inhomogeneous width $G$ independent of $f$. It writes the measured full width as

$$
W=G+\frac{4\pi\alpha}{\gamma}f ,
$$

fits a straight line, and reads the Gilbert coefficient $\alpha$ from the slope. The support offered is that the points lie close to a line. My question is whether that slope measures $\alpha$ when the inhomogeneous distribution is Gaussian.

All widths below are full widths at half maximum of the absorption, not peak-to-peak widths of its derivative. Magnetic fields are in tesla or millitesla.

**The damping width is correct**

Let $\mathbf m$ be the unit magnetization and $\gamma>0$. The Landau-Lifshitz-Gilbert equation is

$$
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
$$

Take $z$ along the normal, with $m_z\simeq1$. The static internal field is $b=B-\mu_0M_{\rm eff}$, where $M_{\rm eff}$ contains demagnetization and perpendicular anisotropy. To first order in the transverse drive $(h_x,h_y)$,

$$
\dot m_x=-\gamma(bm_y-h_y)-\alpha\dot m_y,\qquad
\dot m_y=-\gamma(h_x-bm_x)+\alpha\dot m_x .
$$

Add $i$ times the second equation to the first and define $m_+=m_x+im_y$, $h_+=h_x+ih_y$:

$$
\dot m_+=i\gamma b\,m_+-i\gamma h_++i\alpha\dot m_+ .
$$

For a time factor $e^{i\omega t}$, with $\omega=2\pi f$, this gives

$$
m_+=\frac{\gamma h_+}{\gamma b-\omega+i\alpha\omega},\qquad
-\operatorname{Im}\frac{m_+}{h_+}=
\frac{\gamma\alpha\omega}{(\gamma b-\omega)^2+(\alpha\omega)^2}.
$$

The second expression sets the absorption. It halves when $|\gamma b-\omega|=\alpha\omega$, so the full field width is

$$
L=\frac{2\alpha\omega}{\gamma}=\frac{4\pi\alpha f}{\gamma}.
$$

This width assumes a field exactly along the normal. For $\mu_0M_{\rm eff}=1.26$ T, $\alpha=0.005$ and a drive perpendicular to the plane of tilt, a tilt of 0.5° or 1° widens the 5 GHz line of a single region by 7% or 34%. In the example below the same tilts move the Voigt-fitted $\alpha$ only to 0.00502 or 0.00509. For $\mu_0M_{\rm eff}=-0.3$ T over 10–35 GHz, a 1° tilt changes none of these digits.

A linearly polarized drive also has a counter-rotating part. In the example below its absorption at resonance is $\alpha^2/4\approx6\times10^{-6}$ of the peak of a single region. Relative to the lower peak of the broadened line it is at most about $2\times10^{-5}$, and I neglect it in the formulas.

**The addition of widths is not correct**

Suppose that regions of the film respond independently and that $M_{\rm eff}$ has a Gaussian spread. The local resonance field is $\omega/\gamma+\mu_0M_{\rm eff}$, so its spread does not depend on $f$. Let $\sigma$ be its standard deviation; then $G=2\sqrt{2\ln2}\,\sigma$. The summed line is a Gaussian convolved with a Lorentzian, a Voigt profile.

Measure field displacements in units of $\sqrt2\sigma$. The scaled displacement is $\xi$, and the scaled half widths are

$$
y=\frac{L}{2\sqrt2\sigma}=\sqrt{\ln2}\,\frac LG,\qquad
h=\frac{W}{2\sqrt2\sigma}.
$$

With $z$ now denoting $\xi+iy$, the profile is proportional to the real part of

$$
w(z)=\frac i\pi\int_{-\infty}^{\infty}\frac{e^{-\tau^2}}{z-\tau}\,d\tau=K+iI,
\qquad
K=\frac y\pi\int_{-\infty}^{\infty}\frac{e^{-\tau^2}}{(\xi-\tau)^2+y^2}\,d\tau .
$$

The width follows from $K(h,y)=K_0/2$, where $K_0=K(0,y)$. To differentiate this condition, I need $w'$. Integration by parts gives

$$
\int\frac{e^{-\tau^2}}{(z-\tau)^2}d\tau
=\int\frac{2\tau e^{-\tau^2}}{z-\tau}d\tau
=2z\int\frac{e^{-\tau^2}}{z-\tau}d\tau-2\sqrt\pi ,
$$

where the last step uses $\tau=z-(z-\tau)$. Since $w'=-(i/\pi)$ times the first integral,

$$
w'=-2zw+\frac{2i}{\sqrt\pi}.
$$

Now $\partial_\xi K=\operatorname{Re}w'$ and $\partial_yK=\operatorname{Re}(iw')=-\operatorname{Im}w'$. At $\xi=h$ these are

$$
K_\xi=-2hK+2yI,\qquad
K_y=2hI+2yK-\frac2{\sqrt\pi}.
$$

At $\xi=0$, symmetry makes $I=0$, hence $K_0'=2yK_0-2/\sqrt\pi$. Differentiating the half-height condition at fixed $G$ gives $K_\xi h'+K_y=K_0'/2$. Insert the derivatives and use $2K=K_0$; the terms $2yK$ and $yK_0$ cancel:

$$
\frac{dW}{dL}=\frac{dh}{dy}
=\frac{2hI-1/\sqrt\pi}{hK_0-2yI}. \tag{1}
$$

The manuscript's formula requires this derivative to equal one. Two limits show how it departs from one.

*Weak damping.* At $y=0$, $K=e^{-\xi^2}$, so $K_0=1$ and $h=\sqrt{\ln2}$. The imaginary part obeys $I'=-2\xi I+2/\sqrt\pi$ with $I(0)=0$. Its solution is $I=2F/\sqrt\pi$, where $F(x)=e^{-x^2}\int_0^xe^{s^2}ds$ is Dawson's function. Equation (1) becomes

$$
\left.\frac{dW}{dL}\right|_{L=0}
=\frac{4hF(h)-1}{\sqrt\pi\,h}=0.5325 .
$$

When inhomogeneity dominates, only a little over half of an increase in damping width appears in the measured width.

*Strong damping.* Let $a=L/2\gg\sigma$ and $\ell(x)=a/(x^2+a^2)$. Averaging over a small symmetric displacement changes $\ell$ to $\ell+\sigma^2\ell''/2$. The required values are

$$
\ell(0)=\frac1a,\quad \ell''(0)=-\frac2{a^3},\quad
\ell(a)=\frac1{2a},\quad \ell'(a)=-\frac1{2a^2},\quad
\ell''(a)=\frac1{2a^3}.
$$

Write the new half width as $a+\delta$. To leading order,

$$
\frac1{2a}-\frac{\delta}{2a^2}+\frac{\sigma^2}{4a^3}
=\frac12\left(\frac1a-\frac{\sigma^2}{a^3}\right),
\qquad \delta=\frac{3\sigma^2}{2a}.
$$

With $W=2(a+\delta)$ and $\sigma^2=G^2/(8\ln2)$,

$$
W\simeq L+\frac{3}{4\ln2}\frac{G^2}{L},\qquad
\frac{dW}{dL}\simeq1-1.082\frac{G^2}{L^2}.
$$

The derivative approaches one from below, and the inhomogeneous contribution to $W$ fades instead of remaining $G$. The neglected term in $W$ is of order $G^4/L^3$, and the expansion needs $L$ several times $G$. At $L/G=5$ it gives 0.957 against the exact 0.962, but at $L/G=1.34$, the largest ratio in the example below, it gives 0.40 against 0.78.

Between the limits, scaling both widths by the same factor scales $W$ by that factor, so the derivative depends on $L/G$ alone. I evaluated (1) at 400 logarithmically spaced ratios from 0.001 to 100. It rose at every step and reached 0.99989 at the last. Thus $dW/dL<1$ rests on two derived limits and a numerical scan between them, not on an algebraic proof for every ratio.

**What a least-squares line measures**

Order the distinct frequencies as $f_1<\cdots<f_N$, with mean $\bar f$ and $S=\sum_i(f_i-\bar f)^2$. The fitted slope is $s=\sum_i(f_i-\bar f)W_i/S$. Write each $W_i$ as $W_1$ plus the integrals of $dW/df$ over the intervals below $f_i$. The $W_1$ term vanishes because the deviations sum to zero. Exchanging the sums gives

$$
s=\sum_{j=1}^{N-1}k_j\int_{f_j}^{f_{j+1}}\frac{dW}{df}\,df,
\qquad k_j=\frac1S\sum_{i>j}(f_i-\bar f).
$$

Each $k_j$ is positive, since the mean of the frequencies above a cut exceeds the mean of all. Applying the identity to $W=f$ shows that the weights integrate to one. Because $dW/df=(4\pi\alpha/\gamma)\,dW/dL$,

$$
\frac{\alpha_{\rm line}}{\alpha}=\frac{\gamma s}{4\pi\alpha}
=\left\langle\frac{dW}{dL}\right\rangle<1 .
$$

The brackets denote this weighted average. The underestimate is therefore present without noise, for any set of at least two distinct frequencies, under the stated assumptions. The scan also indicates that $\alpha_{\rm line}$ stays above $0.5325\,\alpha$.

**A numerical case**

Take $\alpha=0.005$, $G=8$ mT and $g=2$, so $\gamma=1.7588\times10^{11}$ rad/(s T). The Voigt widths are:

| $f$ (GHz) | $L$ (mT) | $W$ (mT) | $L+G$ (mT) |
|---:|---:|---:|---:|
| 5 | 1.786 | 8.996 | 9.786 |
| 10 | 3.572 | 10.079 | 11.572 |
| 15 | 5.359 | 11.243 | 13.359 |
| 20 | 7.145 | 12.483 | 15.145 |
| 25 | 8.931 | 13.790 | 16.931 |
| 30 | 10.717 | 15.158 | 18.717 |

Here $\bar f=17.5$ GHz and $S=437.5$ GHz². Pairing points at equal distances from the mean,

$$
s=\frac{12.5(15.158-8.996)+7.5(13.790-10.079)+2.5(12.483-11.243)}{437.5}
=0.2468\ \frac{\rm mT}{\rm GHz}.
$$

The true damping slope is 0.3572 mT/GHz. Converting the fitted slope to T/Hz,

$$
\alpha_{\rm line}=\frac{(2.468\times10^{-13})(1.7588\times10^{11})}{4\pi}
=0.00345,
$$

which is 31% below the input. This figure is for the true half-maximum width. Widths taken instead from Lorentzian fits to the same lines also give a low value, but the amount depends on the procedure. For field windows from $\pm W$ to $\pm5W$, or fixed at $\pm20$ or $\pm50$ mT, it is 24–28% low without a baseline and 20–39% low with a free baseline. Lorentzian fits to the derivative over the same windows give 31–37% without a baseline and 24–47% with a free linear baseline, and $\sqrt3$ times the peak-to-peak width gives 37%. The quality of the line gives little warning: $R^2=0.998$, and the largest residual is 0.12 mT. The residuals are positive at both ends and negative between them, a curvature that scatter of similar size could hide. The intercept, 7.64 mT, is within 5% of $G$, so a plausible intercept does not validate the slope.

With $\alpha$ and $G$ fixed and six equally spaced frequencies, a 5–15 GHz window gives 0.00315, while 30–60 GHz gives 0.00425. Higher frequencies help, but the latter value is still 15% low. Over 5–30 GHz at fixed $\alpha$, changing $G$ to 2 mT gives 0.00449; changing it to 16 mT gives 0.00309.

**The correction requested**

The manuscript should fit $W(4\pi\alpha f/\gamma,G)$ with $\alpha$ and $G$ free, or fit Voigt line shapes with the same constraints. As a test, the linearized magnetic response was summed over a Gaussian set of local fields at the six frequencies. The resulting widths agreed with the Voigt widths to $2\times10^{-5}$, relative to the latter. Fitting them returned $\alpha=0.00500$ and $G=8.00$ mT.

The distribution matters. The Fourier transform of a Lorentzian of full width $L$ is proportional to $e^{-L|q|/2}$, so convolving two Lorentzians adds their widths. Replacing the Gaussian set by a Lorentzian one of width 8 mT made the straight line return 0.00500. The manuscript's formula is right for that distribution. The Voigt fit is then wrong: applied to the widths $L+G$ it returns $\alpha\approx0.0069$, with residuals of only about 0.2 mT. The shape of the distribution must therefore be established from the lines themselves before either fit is trusted.

A spread in $g$ is another exception, because it shifts the resonance field by an amount proportional to $f$. If it is Gaussian and independent of the field spread, the two Gaussian widths add in quadrature. A relative full width of 0.10% raises the fitted value only to 0.00349. At 0.73% the bias cancels for this frequency set, and at 1.2 times that spread the line overestimates $\alpha$.

**Relation to a memory film**

The parameters are round values in the rough range of metallic free layers for magnetic tunnel junctions, measured as unpatterned films; they are taken to apply at the temperature of use. A perpendicular free layer has $M_{\rm eff}<0$, and resonance at positive field needs $\omega/\gamma>-\mu_0M_{\rm eff}$; at 5 GHz, $\omega/\gamma=0.18$ T. For $\mu_0M_{\rm eff}=-0.3$ T or $-0.5$ T the window must start above 8.4 or 14 GHz, where the line centre reaches zero field, and over a 25 GHz span the bias is then 28% or 24%. To size the neglected effects, take thickness $d=2$ nm, $M_s=10^6$ A/m, exchange stiffness $A=15$ pJ/m and resistivity $\rho=10^{-6}$ Ω m.

The assumption most at risk is that regions respond independently. For a transverse magnetization wave of in-plane wavenumber $k$, with $kd\ll1$, the component along $k$ has demagnetizing factor $kd/2$ and the other has none. Averaging the two and adding exchange gives a coupling field

$$
B_c=\frac{\mu_0M_skd}{4}+\frac{2Ak^2}{M_s}.
$$

It is 0.04 mT for a 100 µm wavelength, but equals $G$ at 0.70 µm. Grain-scale variations of tens of nanometres thus lie outside the local model. The 31% figure should not be transferred to such a film: coupling can average the variations, and the present calculation does not determine the resulting line. The 10% bias found above for $G=2$ mT also assumes independent regions; a line narrowed by coupling need not be Voigt, and its bias can be much smaller.

Two electrical losses add to $\alpha$ itself. Their power is compared with the Gilbert loss density $\alpha M_s|\dot{\mathbf m}|^2/\gamma$. The electric field that drives eddy currents has amplitude $\mu_0M_s|\dot{\mathbf m}|z$ at height $z$ from mid-plane, and the loss density is its square divided by $\rho$. Averaging $z^2$ to $d^2/12$ gives

$$
\alpha_{\rm eddy}=\frac{\gamma\mu_0^2M_sd^2}{12\rho}=9\times10^{-8}.
$$

This value assumes a free-standing film with zero net current. With a good conductor close to one face, the electric field vanishes near that face, $d^2/12$ becomes $d^2/3$, and the value is $4\times10^{-7}$. Plane-wave radiation adds $0.7\times10^{-6}$ for the free-standing film and $1.5\times10^{-6}$ with the conductor at one face. It reaches $5\times10^{-6}$ if the other face lies on a thick substrate of refractive index 3.4. Both remain negligible.

For a stripline of length $l=5$ mm, width $w=0.3$ mm and impedance $Z_0=50$ Ω, the strip field per unit current is $1/(2w)$. By reciprocity the linked flux is $\mu_0M_sm_ydl/2$. If all parts of the line contribute in phase, the induced voltage $V$ radiates $V^2/(2Z_0)$ into the two ends. At the higher frequencies $l$ is not short compared with the wavelength; phase differences along the line can then only reduce this power, so for a uniform strip current the result is an upper estimate. Current crowding at the strip edges can raise it by some tens of percent when the film lies within about a micrometre of the strip. For circular precession $\langle\dot m_y^2\rangle=|\dot{\mathbf m}|^2/2$, and division by the loss in volume $lwd$ gives

$$
\alpha_{\rm rad}=\frac{\gamma\mu_0^2M_sdl}{16Z_0w}=1.2\times10^{-5}.
$$

This is 0.2% of the input $\alpha$, so neither loss alters the objection. Both estimates are for a bare film. Metal seed and cap layers of sheet resistances $R_1$ and $R_2$, small compared with the free-space impedance, close a loop driven by $\mu_0M_s|\dot{\mathbf m}|d$ per unit length. They add about $\gamma\mu_0^2M_sd/(R_1+R_2)$, which is $1.4\times10^{-4}$ for 2 Ω each when no other conductor is near. A metal strip at distance $s$ shunts the nearer layer through an impedance $i\omega\mu_0s$. Treated as a wide perfect conductor at $s=10$ µm, it changes the value to $2.6\times10^{-4}$ at 5 GHz and $1.6\times10^{-4}$ at 30 GHz, so this small contribution to $\alpha$ then depends on $f$. Spin pumping adds, for each interface with such a layer, $g\mu_Bg^{\uparrow\downarrow}/(4\pi M_sd)$, about 0.007 for an effective mixing conductance $g^{\uparrow\downarrow}=10^{19}$ m⁻². Spin pumping, and the seed and cap loss far from the strip, widen the line in proportion to $f$, so $\alpha$ throughout means the total damping of the stack, not the intrinsic damping of the ferromagnet. The spin-pumping estimate alone exceeds the 0.005 of the example. For a total $\alpha$ of 0.0074 or 0.0124 with $G=8$ mT, the bias over 5–30 GHz is 25% or 17%.

**Recommendation.** Unless $L$ is several times $G$ at every frequency used, the reported coefficient should be withdrawn until the data are refitted. For $L>5G$ throughout, $dW/dL>0.96$ and the bias is below 4%. The revision should state the evidence for a Gaussian distribution, for a frequency-independent $G$, and for inhomogeneity on a scale long enough to justify a local average.

## Computed values

```
Input alpha = 0.00500 (dimensionless)
Input Gaussian full width G = 8.000 mT
Input g factor = 2.0 (dimensionless)
gamma = 1.758820e+11 rad/(s T)
f (GHz), L (mT), Voigt W (mT), L+G (mT):
  5, 1.7862, 8.9959, 9.7862
  10, 3.5724, 10.0787, 11.5724
  15, 5.3586, 11.2431, 13.3586
  20, 7.1448, 12.4827, 15.1448
  25, 8.9310, 13.7903, 16.9310
  30, 10.7172, 15.1580, 18.7172
Largest ensemble/Voigt relative difference = 1.72e-05
Straight-line slope = 0.24677 mT/GHz
True damping slope = 0.35724 mT/GHz
Straight-line alpha = 0.003454 (dimensionless)
Underestimate of alpha = 30.92 %
Straight-line intercept = 7.6396 mT
Line-fit R squared = 0.998216 (dimensionless)
Largest line residual = 0.1225 mT
Recovered Voigt alpha = 0.005000 (dimensionless)
Recovered Voigt G = 8.0001 mT
Lorentzian-control alpha = 0.005000 (dimensionless)
dW/dL at L=0 = 0.532547 (dimensionless)
dW/dL at L/G=0.5: 0.640455 (dimensionless)
dW/dL at L/G=1.0: 0.731439 (dimensionless)
dW/dL at L/G=2.0: 0.852018 (dimensionless)
dW/dL at L/G=5.0: 0.962196 (dimensionless)
Scan range L/G = 0.001 to 100
Largest scanned dW/dL = 0.99989184 (dimensionless)
Large-L coefficient 3/(4 ln 2) = 1.082021
Line alpha, 5-15 GHz = 0.003146
Line alpha, 5-30 GHz = 0.003454
Line alpha, 30-60 GHz = 0.004246
Line alpha, G=2 mT, 5-30 GHz = 0.004494
Line alpha, G=8 mT, 5-30 GHz = 0.003454
Line alpha, G=16 mT, 5-30 GHz = 0.003087
Line alpha with 0.10 % g spread = 0.003487
g spread that cancels bias = 0.731 % full width
Film: Ms=1.0e+06 A/m, exchange=15.0 pJ/m
Film: thickness=2.0 nm, rho=1.0e-06 ohm m
Line: length=5.0 mm, width=0.3 mm
Line impedance = 50 ohm
Coupling at 100 um = 0.03960 mT
Wavelength where coupling=G: 0.7038 um
Eddy-current added alpha = 9.258e-08 (dimensionless)
Radiative added alpha = 1.157e-05 (dimensionless)
Counter-rotating/peak absorption = 6.250e-06
```
